# Core-level shift and broadening from a uniform oxide field

A model oxide 4 nm thick carries a field that changes the electron's potential energy by 0.80 eV from one face to the other. Its core level, recorded at normal emission, has a centroid 0.50 eV above the binding energy that the same level has at the oxide–substrate interface. At 60° from the normal the difference is 0.58 eV. Neither number is half the drop, 0.40 eV, and the two differ although nothing in the oxide has changed. The line is also wider than the intrinsic one, and more so at normal emission. All this follows from the weight with which each depth enters the spectrum.

## Model and signs

Let $z$ be the depth below the outer surface of a planar oxide of thickness $d$; the interface is at $z=d$. The field $\mathcal E$ is uniform and counted positive when it points from the surface to the substrate. With $\phi$ the electrostatic potential, $\mathcal E=-d\phi/dz$ gives

$$\phi(z)-\phi(d)=\int_z^d\mathcal E\,dz'=\mathcal E(d-z).$$

An electron has charge $-e$, with $e>0$, so a higher potential lowers its level and raises its binding energy. Binding energies are referred to the Fermi level of the grounded substrate. By energy conservation, an electron emitted at depth $z$ keeps the local displacement of its level on the way to the analyser. With $f=e\mathcal E$,

$$E_B(z)=E_{\rm int}+f(d-z).$$

Here $E_{\rm int}$ is the oxide core-level energy at the interface. A field of 1 V/nm corresponds to $f=1$ eV/nm.

Electrons leave at angle $\theta$ from the normal and travel a path $z/\cos\theta$ in the oxide. With attenuation length $\lambda$, the surviving fraction is $e^{-z/L}$, where $L=\lambda\cos\theta$. For a uniform density of emitters the normalized depth weight is

$$p(z)=\frac{e^{-z/L}}{L(1-e^{-q})},\qquad q=\frac dL,\qquad 0\le z\le d.$$

A uniform overlayer multiplies all depths by the same factor at a given angle and cancels here.

Let $x$ be the binding energy minus $E_{\rm int}$, and let $g$ be the intrinsic line, normalized, symmetric about zero and the same at every depth. The spectrum is

$$I(x)=\int_0^d p(z)\,g\big(x-f(d-z)\big)\,dz. \tag{1}$$

The model neglects elastic deflection, variation of $\lambda$ with the small change of kinetic energy, chemical differences between depths, the depth dependence of core-hole screening near the surface and the interface, and charging during the measurement. For the moments, $g$ must have a finite variance $s^2$.

The result to be derived is that the centroid $\Delta$ of $I$ and its variance are

$$\Delta=f(d-m),\qquad m=L-\frac{d}{e^q-1}, \tag{2}$$

$$\sigma^2=s^2+f^2v,\qquad v=L^2-\frac{d^2}{4\sinh^2(q/2)}. \tag{3}$$

## First derivation: statistics of the emission depth

Equation (1) is the distribution of a sum of two independent quantities: an intrinsic deviation distributed as $g$, and a displacement $f(d-z)$ with $z$ distributed as $p$. Means and variances of independent quantities add. The mean is therefore $f(d-m)$ and the variance $s^2+f^2v$, where $m$ and $v$ are the mean and variance of $z$.

To find them, put $a=1/L$ and define

$$h(a)=\ln\int_0^d e^{-az}dz=\ln(1-e^{-ad})-\ln a.$$

The average of $e^{tz}$ is a ratio of two such integrals:

$$\langle e^{tz}\rangle=\frac{\int_0^d e^{-(a-t)z}dz}{\int_0^d e^{-az}dz}=e^{h(a-t)-h(a)}.$$

The cumulants $\kappa_n$ are the derivatives of the logarithm of this average at $t=0$. Each derivative with respect to $t$ brings a minus sign, so $\kappa_n=(-1)^nh^{(n)}(a)$. The first derivative is

$$h'=\frac{d\,e^{-ad}}{1-e^{-ad}}-\frac1a=\frac{d}{e^{ad}-1}-\frac1a,$$

and $m=-h'$ is the mean depth in (2). Differentiating again,

$$h''=\frac1{a^2}-\frac{d^2e^{ad}}{(e^{ad}-1)^2}.$$

Since $e^q-1=2e^{q/2}\sinh(q/2)$, the last fraction is $d^2/[4\sinh^2(q/2)]$, and $v=h''$ is (3). A third derivative gives

$$\kappa_3=-h'''=2L^3-\frac{d^3\cosh(q/2)}{4\sinh^3(q/2)}, \tag{4}$$

which measures the asymmetry of the depth distribution.

For a film thin compared with $L$, use $q/(e^q-1)=1-q/2+q^2/12-\dots$ and $1/[4\sinh^2(q/2)]=1/q^2-1/12+q^2/240-\dots$. Then

$$m\simeq\frac d2-\frac{d^2}{12L},\qquad v\simeq\frac{d^2}{12}-\frac{d^4}{240L^2}.$$

All depths then count almost equally, and $\Delta\to fd/2$. For a thick film $m\to L$ and $v\to L^2$: the shift from the interface value, $f(d-L)$, grows with thickness, while the broadening saturates.

The angular trend follows from $d\kappa_n/da=-\kappa_{n+1}$. Because $dm/da=-v<0$, the mean depth grows with $L$. Because $dv/da=-\kappa_3$, the variance does so too if $\kappa_3>0$. With $y=q/2$, (4) reads

$$\kappa_3=2L^3\left[1-\frac{y^3\cosh y}{\sinh^3y}\right],$$

so the condition is $\sinh y\,(\cosh y)^{-1/3}>y$. Both sides vanish at $y=0$. With $c=\cosh y$, the derivative of their difference is

$$c^{2/3}-\tfrac13(c^2-1)c^{-4/3}-1=\tfrac23c^{2/3}+\tfrac13c^{-4/3}-1.$$

By the inequality between weighted arithmetic and geometric means, the first two terms together exceed $(c^{2/3})^{2/3}(c^{-4/3})^{1/3}=1$ for $c>1$. Hence $\kappa_3>0$. In this model normal emission, which has the largest $L$, gives the largest field broadening. For positive $f$ it gives the smallest shift from the interface value.

## Second derivation: an equation for the line itself

The same result can be obtained without averaging over depth. Differentiate (1) with respect to $x$ and note that

$$\frac{\partial}{\partial z}g\big(x-f(d-z)\big)=f\,g'\big(x-f(d-z)\big).$$

Therefore $fI'(x)=\int_0^dp\,\partial_zg\,dz$. Integrate by parts and use $dp/dz=-p/L$:

$$fI'(x)-\frac{I(x)}L=p(d)\,g(x)-p(0)\,g(x-fd). \tag{5}$$

The right side contains two intrinsic lines, one at the interface energy and one at the surface energy. Write $A=Lp(0)=1/(1-e^{-q})$. Then $Lp(d)=Ae^{-q}=A-1$.

Let $M_n=\int x^nI\,dx$, with $M_0=1$. Multiply (5) by $x$ and integrate over all energies. Integration by parts gives $\int xI'dx=-1$. On the right, the line at zero has mean zero and the other has mean $fd$:

$$-f-\frac{M_1}{L}=-p(0)fd\quad\Rightarrow\quad M_1=f(Ad-L).$$

Since $A=1+1/(e^q-1)$, this equals $f(d-m)$, as in (2).

Now multiply (5) by $x^2$. If $x^2I$ vanishes at large $|x|$, then $\int x^2I'dx=-2M_1$. The second moments of the two lines on the right are $s^2$ and $s^2+f^2d^2$, so

$$-2fM_1-\frac{M_2}L=p(d)s^2-p(0)(s^2+f^2d^2).$$

Multiply by $-L$ and use $Lp(0)-Lp(d)=1$:

$$M_2=s^2+Af^2d^2-2fLM_1.$$

Subtracting $M_1^2$ gives

$$\sigma^2=s^2+f^2\left[Ad^2-2L(Ad-L)-(Ad-L)^2\right]=s^2+f^2\left[L^2+A(1-A)d^2\right].$$

Finally $A(1-A)=-e^{-q}/(1-e^{-q})^2=-1/[4\sinh^2(q/2)]$, which reproduces (3).

Equation (5) also yields the full profile. For $f>0$, put $\ell=fL$, multiply by $e^{-x/\ell}/f$ and integrate from $x$ to infinity, where $Ie^{-x/\ell}$ vanishes:

$$I(x)=\frac1f\int_x^\infty e^{(x-x')/\ell}\left[p(0)g(x'-fd)-p(d)g(x')\right]dx'.$$

For a Gaussian $g$, completing the square gives, for a line centred at $b$,

$$\int_x^\infty e^{(x-x')/\ell}g(x'-b)dx'=e^{(x-b)/\ell+s^2/(2\ell^2)}\left[1-\Phi\!\left(\frac{x-b}s+\frac s\ell\right)\right],$$

where $\Phi$ is the standard normal distribution function. Take $b=fd$ and $b=0$. Because $p(d)e^{x/\ell}=p(0)e^{(x-fd)/\ell}$, the prefactors agree and

$$I(x)=\frac{p(0)}f\,e^{(x-fd)/\ell+s^2/(2\ell^2)}\left[\Phi\!\left(\frac xs+\frac s\ell\right)-\Phi\!\left(\frac{x-fd}s+\frac s\ell\right)\right].$$

For $f<0$, integrating from minus infinity gives the same expression.

## What each derivation assumes

The first derivation takes the intrinsic line to be the same at every depth, so that the two contributions are independent. If only its width varies with depth, the centroid is unchanged and $s^2$ in (3) is replaced by its weighted mean. The uniform field makes the displacement linear in $z$, and exponential attenuation enters only when $m$ and $v$ are evaluated. If fixed charge bends the potential, the centroid is still the weighted mean of $e[\phi(z)-\phi(d)]$, and the added variance is the weighted variance of that quantity.

The second derivation uses the exponential and the linear potential at the outset: together they turn the depth integral back into $I$. Without either, (5) does not hold in this form. In return it gives the profile as well as its moments. It also needs a differentiable $g$ and vanishing boundary terms in energy.

For a Lorentzian the variance is infinite, so (3) has no meaning. The centroid approaches $\Delta$ only slowly as the integration window is widened symmetrically, and it tends to a different value if the window is widened faster on one side. Equation (1) remains valid, but one must then ask about the peak and the full width at half maximum (FWHM).

## Peak position and width in a weak field

Measure energy from the shifted position, $X=x-\Delta$. Since $f(d-z)=\Delta-f(z-m)$, expanding (1) for a field spread small compared with the line width gives

$$I=g(X)+\frac{f^2v}2g''(X)+\frac{f^3\kappa_3}6g'''(X)+\dots$$

For symmetric $g$, odd derivatives vanish at zero. Setting $dI/dX=0$ gives, to leading order,

$$X_{\rm peak}=-\frac{f^3\kappa_3}{6}\frac{g''''(0)}{g''(0)}.$$

The ratio of derivatives is $-3/s^2$ for a Gaussian and $-12/\gamma^2$ for a Lorentzian of half width $\gamma$. The peak therefore lies at $f^3\kappa_3/(2s^2)$ or $2f^3\kappa_3/\gamma^2$ from $\Delta$, towards the surface value, because the outermost layers have the largest weight.

For the width, let $g(w)=g(0)/2$ and let the half-height point move to $w+\eta$. Equating $I$ there to half its central value gives, to order $f^2$,

$$\eta=f^2v\,\frac{g''(0)-2g''(w)}{4g'(w)}.$$

The cubic term moves both half-height points equally and leaves the width unchanged at that order. In units of $g(0)$, the Gaussian has $g''(0)=-1/s^2$, $g''(w)=(w^2/s^4-1/s^2)/2$ and $g'(w)=-w/(2s^2)$, so $\eta=f^2vw/(2s^2)$. The Lorentzian has $w=\gamma$, $g''(0)=-2/\gamma^2$, $g''(\gamma)=1/(2\gamma^2)$ and $g'(\gamma)=-1/(2\gamma)$, so $\eta=3f^2v/(2\gamma)$. The FWHM grows by $2\eta$, that is, by $W_0f^2v/(2s^2)$ for a Gaussian of initial FWHM $W_0$, and by $3f^2v/\gamma$ for a Lorentzian.

## Reading the numbers

The example takes $d=4$ nm, $\lambda=2.5$ nm, $f=0.2$ eV/nm (a field of 2 MV/cm) and a Gaussian with $W_0=1.2$ eV, hence $s=0.510$ eV. At normal emission $m=1.488$ nm and $v=1.179$ nm², so

$$\Delta=0.2\,(4-1.488)=0.502\ \text{eV},\qquad \sigma=\sqrt{0.510^2+0.217^2}=0.554\ \text{eV}.$$

At 60° the mean depth falls to 1.080 nm and the shift rises to $0.2\,(4-1.080)=0.584$ eV. The FWHM measured on the profile is 1.309 eV at normal emission and 1.275 eV at 60°. The field thus adds about 0.11 and 0.07 eV to the intrinsic width, much less than the 0.80 eV drop: the standard deviation of the field displacement is only 0.22 and 0.18 eV, and it adds to $s$ in quadrature.

The peak lies 0.011 eV beyond the centroid at normal emission and 0.012 eV beyond it at 60°; the leading-order estimates are 0.011 and 0.013 eV.

If $d$ and $\lambda$ are known and the uniform field is the only depth-dependent shift, two angles determine the field without knowledge of $E_{\rm int}$:

$$f=\frac{\Delta(60^\circ)-\Delta(0^\circ)}{m(0^\circ)-m(60^\circ)}=\frac{0.0816}{0.4081}=0.200\ \text{eV/nm}.$$

Using peak maxima gives 0.2025 eV/nm, about 1% above the input field. The difference of mean depths is small, so the method demands precise energies: an error of 0.01 eV in the energy difference changes $f$ by $0.01/0.408\simeq0.025$ eV/nm, about 12% of the input. Errors in $d$ and $\lambda$ matter as well. With the same energies, an assumed thickness of 3.6 or 4.4 nm would give 0.24 or 0.17 eV/nm, and an assumed $\lambda$ of 2.0 or 3.0 nm would give 0.18 or 0.22 eV/nm.

In a real oxide any other depth-dependent shift is read as a field. A core hole is screened better near a semiconductor substrate than near vacuum. A classical image-charge estimate with optical dielectric constants 2.1 and 12 gives 0.04 to 0.06 eV between the two angles at zero field, depending on the short-distance cutoff, which is comparable to the 0.08 eV used above. A bent potential also defeats the rule. For the same 0.80 eV drop with displacement $0.80\,[1-(z/d)^2]$ eV or $0.80\,(1-z/d)^2$ eV, the formula returns 0.17 or 0.23 eV/nm, and the normal-emission shift inferred from (2) is 0.42 or 0.58 eV instead of the true 0.63 or 0.37 eV.

At fixed field and normal emission, half the drop is a fair estimate of the shift at 1 nm (0.100 against 0.107 eV) but a poor one at 8 nm (0.80 against 1.17 eV). The thick-film form gives $0.2\,(8-2.5)=1.10$ eV there, so that limit has not quite been reached.

A field of 1 V/nm is 10 MV/cm, near the breakdown field of SiO₂ and above that of typical high-permittivity oxides; it serves here only to show the limit of the expansion. At this field the weak-field expansion fails: $f\sqrt v=1.09$ eV exceeds $s$. The peak is 0.75 eV from the centroid, whereas the cubic formula predicts 1.35 eV. The centroid formula still holds. The FWHM inferred from the total variance, 2.82 eV, is close to the measured 2.89 eV, but this agreement does not make the profile Gaussian.

## Consequence for the band offset

Let $C$ and $V$ be the core-level and valence-edge binding energies, and count the valence offset positive when the oxide edge lies deeper. The core-level method gives

$$\Delta E_V=\left[C_{\rm ox}-(C-V)_{\rm ox}\right]-\left[C_{\rm sub}-(C-V)_{\rm sub}\right].$$

The differences $(C-V)$ are properties of each material and do not change under a local potential. The interface offset requires $C_{\rm ox}=E_{\rm int}$. If the measured centroid is inserted instead, and the substrate bands are flat over the probed depth, then

$$\Delta E_V^{\rm app}=\Delta E_V+\Delta.$$

In the example the apparent offset is too large by 0.50 eV at normal emission and by 0.58 eV at 60°; reversing the field reverses the sign of both errors. Flat substrate bands are a separate condition: a field of 2 MV/cm in an oxide of relative permittivity 3.9 ends on about $4\times10^{12}$ charges per cm². Unless this charge sits at the interface or in a metal, a semiconductor such as silicon bends within the probed depth, and its core level needs its own correction, of order 0.1 eV in a classical estimate. If the peak maximum is used, its shift from $E_{\rm int}$, here 0.51 eV at normal emission and 0.60 eV at 60°, must be subtracted in place of $\Delta$. The numerical output below lists the values for both angles, the thickness series and the strong-field case.

## Calculated quantities

```
oxide thickness d = 4.0 nm
attenuation length lambda = 2.5 nm
field = 0.20 V/nm
field, converted = 2.0 MV/cm
potential-energy drop f*d = 0.800 eV
intrinsic Gaussian FWHM = 1.200 eV
intrinsic standard deviation s = 0.5096 eV
theta 0 deg: escape depth L = 2.500 nm, d/L = 1.600
theta 0 deg: mean depth m = 1.4881 nm
theta 0 deg: depth variance v = 1.1786 nm^2
theta 0 deg: third cumulant k3 = 0.7009 nm^3
theta 0 deg: centroid shift from interface = 0.5024 eV
theta 0 deg: field standard deviation = 0.2171 eV
theta 0 deg: total standard deviation = 0.5539 eV
theta 0 deg: peak shift from interface = 0.5136 eV
theta 0 deg: peak minus centroid = 0.0113 eV
theta 0 deg: weak-field estimate of it = 0.0108 eV
theta 0 deg: measured FWHM = 1.3093 eV
theta 0 deg: FWHM from total variance = 1.3044 eV
theta 60 deg: escape depth L = 1.250 nm, d/L = 3.200
theta 60 deg: mean depth m = 1.0800 nm
theta 60 deg: depth variance v = 0.8537 nm^2
theta 60 deg: third cumulant k3 = 0.8301 nm^3
theta 60 deg: centroid shift from interface = 0.5840 eV
theta 60 deg: field standard deviation = 0.1848 eV
theta 60 deg: total standard deviation = 0.5421 eV
theta 60 deg: peak shift from interface = 0.5963 eV
theta 60 deg: peak minus centroid = 0.0123 eV
theta 60 deg: weak-field estimate of it = 0.0128 eV
theta 60 deg: measured FWHM = 1.2746 eV
theta 60 deg: FWHM from total variance = 1.2765 eV
difference of mean depths = 0.4081 nm
centroid change, 0 to 60 deg = 0.0816 eV
peak change, 0 to 60 deg = 0.0826 eV
field recovered from centroids = 0.2000 V/nm
field recovered from peaks = 0.2025 V/nm
d = 1 nm: shift 0.1066 eV, half drop 0.1000 eV, field s.d. 0.0575 eV
d = 2 nm: shift 0.2264 eV, half drop 0.2000 eV, field s.d. 0.1137 eV
d = 4 nm: shift 0.5024 eV, half drop 0.4000 eV, field s.d. 0.2171 eV
d = 8 nm: shift 1.1680 eV, half drop 0.8000 eV, field s.d. 0.3696 eV
strong field = 1.0 V/nm, normal emission, d = 4 nm
strong field: centroid shift = 2.512 eV
strong field: peak shift = 3.258 eV
strong field: peak minus centroid = 0.747 eV
strong field: weak-field estimate of it = 1.350 eV
strong field: measured FWHM = 2.886 eV
strong field: FWHM from total variance = 2.824 eV
```
